# End-point behaviour and convergence of the Mura-Knowles and M4 radial maps: test program

```python
"""
Result under test: end-point laws of two radial quadratures for
    I = integral_0^infinity r^2 f(r) dr.
MK: r = -alpha ln(1-x^3), x=j/N, j=1..N-1.
M4: r = xi/ln(2) (1+x)^0.6 ln(2/(1-x)), x=cos(j pi/N).
Both are trapezoidal rules with N panels (M4 in the angle theta).
Nuclear-end errors scale as N^-12 (MK) and N^-9.6 (M4).
For exp(-zeta r), the far end gives N^-p times logarithms, with
p=alpha zeta (MK) or p=2^1.6 xi zeta/ln(2) (M4).
Gaussian f=exp(-a r^2) has a far-end error below every power.
Lengths are in bohr, a in bohr^-2, zeta in bohr^-1.
Errors are rule minus integral; high precision exposes the asymptotics.
"""
from functools import lru_cache
import mpmath as mp
from scipy.constants import physical_constants

mp.mp.dps = 50
LN2 = mp.log(2)
M4_FACTOR = mp.power(2, mp.mpf(8) / 5) / LN2


def radius(rule, scale, x):
    if rule == "MK":
        return -scale * mp.log(1 - x**3)
    return scale / LN2 * (1 + x)**(mp.mpf(3) / 5) * mp.log(2 / (1 - x))


def jacobian(rule, scale, x):
    if rule == "MK":
        return 3 * scale * x**2 / (1 - x**3)
    power = mp.mpf(3) / 5
    return scale / LN2 * (1 + x)**power * (
        power * mp.log(2 / (1 - x)) / (1 + x) + 1 / (1 - x))


@lru_cache(maxsize=None)
def grid(rule, scale, panels):
    """Radii in increasing order and weights including r^2."""
    points = []
    for j in range(1, panels):
        if rule == "MK":
            x = mp.mpf(j) / panels
            step = mp.mpf(1) / panels
        else:
            theta = mp.pi * (panels - j) / panels
            x = mp.cos(theta)
            step = mp.pi / panels * mp.sin(theta)
        r = radius(rule, scale, x)
        points.append((r, step * jacobian(rule, scale, x) * r**2))
    return tuple(points)


def function_value(kind, exponent, r):
    return mp.exp(-exponent * (r**2 if kind == "gauss" else r))


def exact_integral(kind, exponent):
    if kind == "gauss":
        return mp.sqrt(mp.pi) / (4 * exponent**(mp.mpf(3) / 2))
    return 2 / exponent**3


def error(rule, scale, panels, kind, exponent):
    total = mp.fsum(w * function_value(kind, exponent, r)
                    for r, w in grid(rule, scale, panels))
    return total - exact_integral(kind, exponent)


def nuclear_error(rule, scale, panels, kind, exponent):
    if rule == "MK":
        slope = -exponent if kind == "exp" else mp.mpf(0)
        return ((6 * scale**3 + 3 * scale**4 * slope)
                * mp.zeta(-11) / mp.mpf(panels)**12)
    c = scale / LN2 * mp.power(2, -mp.mpf(13) / 5)
    return (mp.mpf(16) / 5 * c**3 * mp.zeta(-mp.mpf(43) / 5)
            * (mp.pi / panels)**(mp.mpf(48) / 5))


def far_parameters(rule, scale, panels):
    if rule == "MK":
        return scale, mp.mpf(3) / panels
    return M4_FACTOR * scale, mp.pi / (2 * panels)


def far_error(rule, scale, panels, zeta):
    length, q = far_parameters(rule, scale, panels)
    return length**3 * mp.diff(lambda p: q**p * mp.zeta(1 - p),
                               length * zeta, 2)


xi = mp.mpf(1)
alpha = mp.mpf(5)
matched = M4_FACTOR * xi
rules = (("MK", alpha), ("M4", xi))
bohr_pm = physical_constants["Bohr radius"][0] * 1e12
print(f"1 bohr = {bohr_pm:.4f} pm")
print(f"alpha = {float(alpha):.3f} bohr = {float(alpha)*bohr_pm:.2f} pm")
print(f"xi = {float(xi):.3f} bohr = {float(xi)*bohr_pm:.2f} pm")
print(f"matched alpha = {float(matched):.5f} bohr"
      f" = {float(matched)*bohr_pm:.2f} pm")

# Closed reference integrals against direct quadrature in r.
for kind, exponent, breaks in (
        ("gauss", mp.mpf(1), [0, 1, 3, 10]),
        ("exp", mp.mpf(2), [0, 1, 4, 12, 40])):
    direct = mp.quad(lambda r: r**2 * function_value(kind, exponent, r),
                     breaks)
    assert abs(direct / exact_integral(kind, exponent) - 1) < mp.mpf("1e-20")

# Jacobians against numerical derivatives, and nodes against end laws.
for rule, scale in rules:
    for x in (mp.mpf("0.13"), mp.mpf("0.81")):
        numerical = mp.diff(lambda y: radius(rule, scale, y), x)
        assert abs(numerical / jacobian(rule, scale, x) - 1) < mp.mpf("1e-15")
    panels = 80
    first, last = grid(rule, scale, panels)[0][0], grid(rule, scale, panels)[-1][0]
    if rule == "MK":
        first_law = scale / mp.mpf(panels)**3
    else:
        first_law = (scale / LN2 * mp.power(2, -mp.mpf(13) / 5)
                     * (mp.pi / panels)**(mp.mpf(16) / 5))
    length, q = far_parameters(rule, scale, panels)
    last_law = -length * mp.log(q)
    assert abs(first / first_law - 1) < 0.001
    assert abs(last / last_law - 1) < 0.01
    print(f"{rule} N=80 first node {float(first):.5e},"
          f" end law {float(first_law):.5e} bohr")
    print(f"{rule} N=80 last node {float(last):.4f},"
          f" end law {float(last_law):.4f} bohr")

# Actual quadrature errors against the nuclear-end expansion.
print("Nuclear end, N=320: measured/predicted error (no unit)")
for kind, exponent in (("gauss", mp.mpf(1)), ("gauss", mp.mpf(10000)),
                       ("exp", mp.mpf(40))):
    ratios = []
    for rule, scale in rules:
        ratio = (error(rule, scale, 320, kind, exponent)
                 / nuclear_error(rule, scale, 320, kind, exponent))
        assert abs(ratio - 1) < 0.01
        ratios.append(float(ratio))
    print(f"{kind} {float(exponent):g}: MK {ratios[0]:.6f}, M4 {ratios[1]:.6f}")

# Actual errors against the logarithmic far-end expansion.
print("Far end, N=640: power p and measured/predicted error (no unit)")
for zeta in (mp.mpf("0.5"), mp.mpf(2)):
    for rule, scale in rules:
        ratio = error(rule, scale, 640, "exp", zeta) / far_error(
            rule, scale, 640, zeta)
        assert abs(ratio - 1) < 0.05
        length, _ = far_parameters(rule, scale, 640)
        print(f"{rule} zeta={float(zeta):g} bohr^-1:"
              f" p={float(length*zeta):.4f}, ratio={float(ratio):.5f}")

# For a Gaussian the local far-end power must itself grow toward the end.
print("Gaussian a=0.05 bohr^-2: local far-end power (no unit)")
diffuse_a = mp.mpf("0.05")
for rule, scale in rules:
    slopes = []
    for distance in (mp.mpf("1e-2"), mp.mpf("1e-4")):
        def log_integrand(log_t):
            t = mp.exp(log_t)
            x = 1 - t if rule == "MK" else mp.cos(t)
            r = radius(rule, scale, x)
            measure = mp.mpf(1) if rule == "MK" else mp.sin(t)
            return mp.log(r**2 * measure * jacobian(rule, scale, x)) \
                - diffuse_a * r**2
        slope = mp.diff(log_integrand, mp.log(distance))
        length = scale if rule == "MK" else M4_FACTOR * scale
        q = 3 * distance if rule == "MK" else distance / 2
        L = -mp.log(q)
        law = 2 * diffuse_a * length**2 * L - 1 - 2 / L
        assert abs(slope / law - 1) < 0.03
        slopes.append(slope)
    assert slopes[1] > slopes[0] + 5
    print(f"{rule}: {float(slopes[0]):.3f} at distance 1e-2,"
          f" {float(slopes[1]):.3f} at 1e-4")

# Convergence table; MKm has the same far-end power as M4.
cases = (("gauss", mp.mpf(10000)), ("gauss", mp.mpf(1)),
         ("gauss", diffuse_a), ("exp", mp.mpf(40)),
         ("exp", mp.mpf(2)), ("exp", mp.mpf("0.5")))
print("Signed relative errors at N=20,40,80,160; order from last two")
table = {}
for kind, exponent in cases:
    for label, rule, scale in (("MK5", "MK", alpha),
                               ("MKm", "MK", matched), ("M4", "M4", xi)):
        values = [error(rule, scale, panels, kind, exponent)
                  / exact_integral(kind, exponent)
                  for panels in (20, 40, 80, 160)]
        table[kind, exponent, label] = values
        order = mp.log(abs(values[2] / values[3]), 2)
        print(f"{kind} {float(exponent):g} {label}: "
              + " ".join(f"{float(value):+.2e}" for value in values)
              + f" order {float(order):.2f}")

diffuse = ("exp", mp.mpf("0.5"))
compact = ("gauss", mp.mpf(1))
assert all(abs(m4) < abs(mk) for m4, mk in zip(
    table[diffuse + ("M4",)], table[diffuse + ("MKm",)]))
assert abs(table[compact + ("MKm",)][-1]) < abs(table[compact + ("M4",)][-1])

# A larger scale should help the diffuse tail but hurt the tight core.
print("Scale scan N=40: relative errors, exp 0.5 and gauss 10000")
for rule in ("MK", "M4"):
    scan = []
    for length in (mp.mpf(5), mp.mpf(10), mp.mpf(20)):
        scale = length if rule == "MK" else length / M4_FACTOR
        tail = error(rule, scale, 40, *diffuse) / exact_integral(*diffuse)
        core_case = ("gauss", mp.mpf(10000))
        core = error(rule, scale, 40, *core_case) / exact_integral(*core_case)
        scan.append((abs(tail), abs(core)))
        print(f"{rule} far length {float(length):g} bohr,"
              f" scale {float(scale):.4f} bohr:"
              f" {float(tail):+.2e}, {float(core):+.2e}")
    assert scan[-1][0] < scan[0][0]
    assert scan[-1][1] > scan[0][1]

print("done: every assertion held")
```

It prints:

```
1 bohr = 52.9177 pm
alpha = 5.000 bohr = 264.59 pm
xi = 1.000 bohr = 52.92 pm
matched alpha = 4.37343 bohr = 231.43 pm
MK N=80 first node 9.76563e-06, end law 9.76563e-06 bohr
MK N=80 last node 16.4797, end law 16.4171 bohr
M4 N=80 first node 7.54193e-06, end law 7.54203e-06 bohr
M4 N=80 last node 17.1858, end law 17.1895 bohr
Nuclear end, N=320: measured/predicted error (no unit)
gauss 1: MK 1.000000, M4 1.000007
gauss 10000: MK 1.000000, M4 1.000008
exp 40: MK 1.000000, M4 1.000015
Far end, N=640: power p and measured/predicted error (no unit)
MK zeta=0.5 bohr^-1: p=2.5000, ratio=1.00040
M4 zeta=0.5 bohr^-1: p=2.1867, ratio=0.99999
MK zeta=2 bohr^-1: p=10.0000, ratio=0.98121
M4 zeta=2 bohr^-1: p=8.7469, ratio=0.99943
Gaussian a=0.05 bohr^-2: local far-end power (no unit)
MK: 7.130 at distance 1e-2, 19.031 at 1e-4
M4: 8.758 at distance 1e-2, 17.740 at 1e-4
Signed relative errors at N=20,40,80,160; order from last two
gauss 10000 MK5: -4.13e-02 +3.36e-04 +4.55e-10 +1.27e-19 order 31.74
gauss 10000 MKm: +5.67e-02 +1.55e-04 +3.30e-11 +8.49e-20 order 28.53
gauss 10000 M4: -2.43e-01 -1.74e-03 +1.74e-08 -2.09e-14 order 19.66
gauss 1 MK5: -2.25e-07 +1.07e-14 +5.20e-22 +1.27e-25 order 12.00
gauss 1 MKm: +4.67e-07 +5.41e-14 +3.72e-22 +8.49e-26 order 12.10
gauss 1 M4: +3.72e-10 -1.26e-14 -1.62e-17 -2.09e-20 order 9.60
gauss 0.05 MK5: +2.79e-03 -1.35e-04 +5.44e-07 +3.90e-09 order 7.12
gauss 0.05 MKm: +1.07e-02 +1.82e-04 -1.57e-05 -1.65e-08 order 9.90
gauss 0.05 M4: +2.33e-04 -2.17e-05 -3.91e-08 +1.65e-09 order 4.57
exp 40 MK5: -1.72e-08 -2.99e-12 -7.29e-16 -1.78e-19 order 12.00
exp 40 MKm: -7.81e-09 -1.75e-12 -4.26e-16 -1.04e-19 order 12.00
exp 40 M4: -1.94e-06 -1.80e-10 -2.30e-13 -2.97e-16 order 9.60
exp 2 MK5: +6.41e-08 +7.58e-12 -8.24e-14 -1.86e-16 order 8.79
exp 2 MKm: +2.91e-07 +1.74e-09 +6.36e-12 +2.00e-14 order 8.31
exp 2 M4: +2.43e-09 +8.75e-12 +2.82e-14 +8.51e-17 order 8.37
exp 0.5 MK5: -3.40e-02 -8.29e-03 -1.92e-03 -4.27e-04 order 2.17
exp 0.5 MKm: -7.01e-02 -2.18e-02 -6.42e-03 -1.81e-03 order 1.83
exp 0.5 M4: -2.38e-02 -6.99e-03 -1.97e-03 -5.42e-04 order 1.87
Scale scan N=40: relative errors, exp 0.5 and gauss 10000
MK far length 5 bohr, scale 5.0000 bohr: -8.29e-03, +3.36e-04
MK far length 10 bohr, scale 10.0000 bohr: +7.32e-06, -6.17e-03
MK far length 20 bohr, scale 20.0000 bohr: +7.58e-12, -3.70e-02
M4 far length 5 bohr, scale 1.1433 bohr: -2.11e-03, +2.87e-03
M4 far length 10 bohr, scale 2.2865 bohr: +3.30e-07, +2.37e-02
M4 far length 20 bohr, scale 4.5731 bohr: -2.21e-13, +4.46e-02
done: every assertion held
```
